# Molecular Lamb Shifts from Scaled Darwin Terms: Vibrational Levels of Water: a numerical check

```python
"""Molecular Lamb shifts from scaled Darwin terms, applied to water.

Result under test: W = sum_A (2 alpha F_A/pi) * (pi/2) alpha^2 Z_A rho(R_A),
F = 4/3 [ln(Z alpha)^-2 - ln k0 + 5/6] - 4/15.
rho: electron density at a nucleus; k0: Bethe mean excitation energy divided
by Z^2 Ry. Hartree atomic units unless stated. Vibrational shifts are
expectation values of W relative to the ground level.
The water surfaces are CCSD; stretch and bend are separate 1D models.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import BarycentricInterpolator
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
alpha = sc.fine_structure
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
cm = sc.physical_constants["hartree-inverse meter relationship"][0] / 100
mhz = sc.physical_constants["hartree-hertz relationship"][0] / 1e6

# Darwin plus mass-velocity energy against the Dirac energy, hydrogen 1s, 2s.
gamma = np.sqrt(1 - alpha**2)
orbitals = [
    (1, lambda r: 2 * r * np.exp(-r), 1 / np.pi),
    (2, lambda r: r * (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2),
     1 / (8 * np.pi))]
for n, radial, contact in orbitals:
    energy = -0.5 / n**2
    square = quad(lambda r: radial(r)**2 * (energy + 1 / r)**2, 0, 80,
                  epsabs=1e-12, limit=200)[0]
    pauli = alpha**2 * (-square / 2 + np.pi / 2 * contact)
    dirac = (1 / np.sqrt(1 + (alpha / (n - 1 + gamma))**2) - 1) / alpha**2
    assert abs((dirac - energy) / pauli - 1) < 3e-4

# One-loop constants from Feynman-parameter, soft-photon, dispersion integrals.
photon_mass = 1e-4


def slope_integrand(s):
    u = np.exp(s)
    d = u*u + photon_mass**2 * (1 - u)
    value = (u**3 / 3 + u * (1 - u)) / d
    value += (-2 + 2*u + u*u) * u**3 / (6 * d*d)
    return u * value


slope = quad(slope_integrand, -25, 0, limit=300)[0]
magnetic = quad(lambda z: 2 * z, 0, 1)[0]
multiplier = 8 * slope + 2 * magnetic
assert abs(multiplier - 16 / 3 * np.log(1 / photon_mass)) < 5e-3


def soft_integrand(s):
    k = np.exp(s)
    w2 = 1 + k*k
    return k**3 / w2**1.5 * 1.5 * (1 - k*k / (3*w2))


soft = quad(soft_integrand, -20, np.log(1e4), limit=300)[0]
soft_constant = np.log(2e4) - soft
assert abs(soft_constant - 5 / 6) < 1e-5
vacuum = quad(lambda s: np.sqrt(1 - 4/s) * (1 + 2/s) / s**2,
              4, np.inf)[0] / 3
assert abs(vacuum - 1 / 15) < 1e-7


def bethe(potential, state, last_radius):
    """Return log mean, velocity sum, contact density, radii, u^2 weights."""
    order = 9
    poly = leg.Legendre.basis(order)
    x = np.r_[-1, np.sort(poly.deriv().roots().real), 1]
    px = poly(x)
    w = 2 / (order * (order + 1) * px**2)
    diff = np.zeros((order + 1, order + 1))
    for i in range(order + 1):
        for j in range(order + 1):
            if i != j:
                diff[i, j] = px[i] / (px[j] * (x[i] - x[j]))
    diff[0, 0] = -order * (order + 1) / 4
    diff[-1, -1] = order * (order + 1) / 4
    edges = np.r_[0, np.geomspace(1e-4, last_radius, 23)]
    size = order * (len(edges) - 1) + 1
    r, weight = np.zeros(size), np.zeros(size)
    stiff, deriv = np.zeros((size, size)), np.zeros((size, size))
    for e in range(len(edges) - 1):
        part = slice(e * order, e * order + order + 1)
        half = (edges[e+1] - edges[e]) / 2
        r[part] = edges[e] + half * (x + 1)
        weight[part] += half * w
        stiff[part, part] += diff.T @ (w[:, None] * diff) / half
        deriv[part, part] += w[:, None] * diff
    r, root = r[1:-1], np.sqrt(weight[1:-1])
    kinetic = stiff[1:-1, 1:-1] / (2 * np.outer(root, root))
    es, vs = eigh(kinetic + np.diag(potential(r)))
    ep, vp = eigh(kinetic + np.diag(potential(r) + 1 / r**2))
    c = vs[:, state]
    u = c / root
    source = deriv[1:-1, 1:-1] @ u / root - c / r
    gap = ep - es[state]
    strength = (vp.T @ source)**2 * gap
    log_mean = np.sum(strength * np.log(2*np.abs(gap) + 1e-30))
    total = strength.sum()
    slope0 = diff[0, 1:] @ u[:order] / (edges[1] / 2)
    return log_mean / total, total, slope0**2 / (4*np.pi), r, c**2


log1, sum1, contact1, _, _ = bethe(lambda r: -1/r, 0, 80)
log2, sum2, contact2, _, _ = bethe(lambda r: -1/r, 1, 80)
assert abs(sum1 / 2 - 1) < 3e-3
assert abs(sum2 / 0.25 - 1) < 3e-3
assert abs(contact1 * np.pi - 1) < 1e-3
# Independent 1s logarithm from closed-form hydrogen oscillator strengths.
n = np.arange(2, 4001, dtype=float)
f_bound = 256 / 3 * np.exp(5*np.log(n) + (2*n-4)*np.log(n-1)
                          - (2*n+4)*np.log(n+1))
gap_bound = (1 - 1/n**2) / 2


def continuum(s, with_log):
    k = np.exp(s)
    gap = (1 + k*k) / 2
    f = 256/3 * np.exp(-4*np.arctan(k)/k) / (1 + k*k)**4
    f /= -np.expm1(-2*np.pi/k)
    return k*k * f * gap**2 * (np.log(2*gap) if with_log else 1)


top = np.sum(f_bound * gap_bound**2 * np.log(2*gap_bound))
bottom = np.sum(f_bound * gap_bound**2)
top += quad(continuum, -12, 20, args=(True,), limit=300)[0]
bottom += quad(continuum, -12, 20, args=(False,), limit=300)[0]
log1_explicit = top / bottom
assert abs(log1 - log1_explicit) < 5e-3


def f_factor(z, log_k0):
    return 4/3 * (-2*np.log(z*alpha) - log_k0 + 5/6) - 4/15


# Collected loop integrals must reproduce the Darwin scaling factor.
loop_ratio = alpha/(2*np.pi) * (
    multiplier + 16/3*(np.log(photon_mass) + soft_constant
                       - 2*np.log(alpha) - log1)) - 8*alpha/np.pi*vacuum
assert abs(loop_ratio / (2*alpha*f_factor(1, log1)/np.pi) - 1) < 1e-3

# Valence 2s electron in a model screened Z=8 potential.
clouds = [(2, 7.7), (5, 1.2)]


def screened(r):
    return -(1 + sum(q*(1+z*r)*np.exp(-2*z*r) for q, z in clouds)) / r


log_s, sum_s, contact_s, r_s, prob_s = bethe(screened, 1, 50)
cloud_mean = sum(q*z**3/np.pi*np.sum(prob_s*np.exp(-2*z*r_s))
                 for q, z in clouds)
nuclear_sum = 2*np.pi*8*contact_s
assert abs(sum_s / (nuclear_sum - 2*np.pi*cloud_mean) - 1) < 5e-3
FO1, FO, FH = f_factor(8, log1), f_factor(8, log2), f_factor(1, log1)
FO_screened = f_factor(8, log_s - 2*np.log(8))
assert abs(FO_screened / FO - 1) < 0.12
coef_O = np.pi/2 * alpha**2 * 8 * 2*alpha*FO/np.pi
coef_H = np.pi/2 * alpha**2 * 2*alpha*FH/np.pi


def make_basis(name, lmax_O, lmax_H):
    raw = gto.basis.load(name, "O")
    exps = sorted({p[0] for b in raw if b[0] == 0 for p in b[1:]})
    exps += [4*exps[-1], 16*exps[-1]]
    oxygen = [[0, [e, 1.0]] for e in exps]
    oxygen += [b for b in raw if 0 < b[0] <= lmax_O]
    hydrogen = [b for b in gto.basis.load(name, "H") if b[0] <= lmax_H]
    return {"O": oxygen, "H": hydrogen}


small = make_basis("cc-pvdz", 2, 1)
large = make_basis("cc-pvtz", 2, 1)
contact_ratio = {}
for atom, z in (("O", 8), ("H", 1)):
    ion = gto.M(atom=atom, basis=small, charge=z-1, spin=1, verbose=0)
    h = ion.intor("int1e_kin") + ion.intor("int1e_nuc")
    orbital = eigh(h, ion.intor("int1e_ovlp"))[1][:, 0]
    at_zero = ion.eval_gto("GTOval_sph", np.zeros((1, 3)))[0] @ orbital
    contact_ratio[atom] = at_zero**2 * np.pi / z**3
assert abs(contact_ratio["O"] - 1) < 0.04
assert abs(contact_ratio["H"] - 1) < 0.25


def water(r1, r2, angle, basis=small, weights=(coef_O, coef_H)):
    """CCSD energy, W, HF energy derivative and HF expectation value."""
    mol = gto.M(atom=[("O", (0, 0, 0)), ("H", (r1, 0, 0)),
                      ("H", (r2*np.cos(angle), r2*np.sin(angle), 0))],
                basis=basis, verbose=0)
    ao = mol.eval_gto("GTOval_sph", mol.atom_coords())
    operator = np.einsum("a,ai,aj->ij",
                         [weights[0], weights[1], weights[1]], ao, ao)
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    step, guess, energies, hf, means = 5.0, None, [], [], []
    for sign in (1, -1):
        mf = scf.RHF(mol)
        mf.chkfile = None
        mf.conv_tol = 1e-10
        field_core = core + sign*step*operator
        mf.get_hcore = lambda *args, h=field_core: h
        mf.kernel(dm0=guess)
        guess = mf.make_rdm1()
        solver = cc.CCSD(mf)
        solver.conv_tol, solver.conv_tol_normt = 1e-8, 1e-5
        solver.max_cycle = 100
        solver.kernel()
        assert mf.converged and solver.converged
        energies.append(solver.e_tot)
        hf.append(mf.e_tot)
        means.append(np.sum(guess * operator))
    return (np.mean(energies), (energies[0]-energies[1])/(2*step),
            (hf[0]-hf[1])/(2*step), np.mean(means))


r0, angle0 = 0.96, np.radians(104.5)
reference = water(r0, r0, angle0)
assert abs(reference[2] / reference[3] - 1) < 1e-3
E0, W0 = reference[:2]

# Stretch surface and sinc-grid vibrational levels.
rlo, rhi, morse_scale = 0.58, 1.95, 1.5
ylo, yhi = [1-np.exp(-morse_scale*(r-r0)) for r in (rlo, rhi)]
ys = (ylo+yhi)/2 - (yhi-ylo)/2*np.cos(np.pi*np.arange(10)/9)
rs = r0 - np.log(1-ys)/morse_scale
stretch_data = np.array([water(r, r0, angle0)[:2] for r in rs])
stretch_fit = BarycentricInterpolator(ys, stretch_data - [E0, W0])


def stretch_surface(r):
    return stretch_fit(1-np.exp(-morse_scale*(r-r0)))


check = np.array(water(1.30, r0, angle0)[:2]) - [E0, W0]
stretch_error = np.abs(stretch_surface(np.array([1.30]))[0]-check)*cm
assert stretch_error[0] < 100 and stretch_error[1] < 0.03
mH = sc.m_p/sc.m_e + 1
mass_O_u = 15.9949
mO = mass_O_u*sc.atomic_mass/sc.m_e
inverse_mass = 1/mH + 1/mO
r_grid = np.linspace(rlo, rhi, 122)[1:-1]
dx = (r_grid[1]-r_grid[0])/bohr
delta = np.subtract.outer(np.arange(120), np.arange(120))
kinetic = np.where(delta == 0, np.pi**2/3,
                   2*(-1.0)**np.abs(delta)/np.where(delta == 0, 1, delta)**2)
kinetic *= inverse_mass/(2*dx**2)
# Analytic Morse levels test the vibrational solver.
depth, decay = 0.2, 1.2
morse = depth*(1-np.exp(-decay*(r_grid-r0)/bohr))**2
levels = np.arange(8)+0.5
omega = decay*np.sqrt(2*depth*inverse_mass)
exact = omega*levels - omega**2*levels**2/(4*depth)
assert np.max(np.abs(eigh(kinetic+np.diag(morse))[0][:8]-exact))*cm < 2
Vs, Ws = stretch_surface(r_grid).T
es, vs = eigh(kinetic+np.diag(Vs))
stretch_shift = (vs[:, :8]**2).T @ Ws * cm
stretch_shift -= stretch_shift[0]
full = eigh(kinetic+np.diag(Vs+Ws))[0][:8]
full_shift = ((full-full[0])-(es[:8]-es[0]))*cm
assert np.max(np.abs(full_shift-stretch_shift)) < 5e-3

# Bend surface, interpolated in sin(theta/2), including linear geometry.
theta_low = np.radians(40)
tlo = np.sin(theta_low/2)
ts = (1+tlo)/2 - (1-tlo)/2*np.cos(np.pi*np.arange(8)/7)
ts = np.minimum(ts, 1)
bend_data = np.array([water(r0, r0, 2*np.arcsin(t))[:2] for t in ts])
bend_fit = BarycentricInterpolator(ts, bend_data-[E0, W0])
test_angle = np.radians(125)
check = np.array(water(r0, r0, test_angle)[:2])-[E0, W0]
bend_error = np.abs(bend_fit(np.array([np.sin(test_angle/2)]))[0]-check)*cm
assert bend_error[0] < 20 and bend_error[1] < 0.02


def inertia(theta):
    r2, half = (r0/bohr)**2, theta/2
    mu = 2*mH*mO/(2*mH+mO)
    bend = r2/4*(2*mH*np.cos(half)**2+mu*np.sin(half)**2)
    plane = r2*(mu*np.cos(half)**2+2*mH*np.sin(half)**2)
    return bend, plane


# Inertia from Cartesian positions at an arbitrary angle.
mass = np.array([mO, mH, mH])


def positions(theta):
    h = theta/2
    p = r0/bohr*np.array([[0, 0], [np.sin(h), np.cos(h)],
                          [-np.sin(h), np.cos(h)]])
    return p-mass@p/mass.sum()


velocity = (positions(1.7001)-positions(1.6999))/0.0002
cart_bend = np.sum(mass[:, None]*velocity**2)
cart_axes = mass@positions(1.7)**2
assert abs(cart_bend/inertia(1.7)[0]-1) < 1e-6
assert abs(cart_axes.sum()/inertia(1.7)[1]-1) < 1e-10
det_ratio = [np.prod(mass@positions(t)**2)/np.sin(t)**2 for t in (1.3, 2.4)]
assert abs(det_ratio[0]/det_ratio[1]-1) < 1e-10
# Polynomial solution with the J=0 volume element.
q, wq = leg.leggauss(120)
xhi = np.cos(theta_low)
half_x = (1+xhi)/2
x = -1+half_x*(q+1)
theta = np.arccos(x)
I, Ic = inertia(theta)
volume = np.sqrt(I*Ic)*wq*half_x
P = leg.legvander(q, 39)
dP = leg.legvander(q, 38) @ leg.legder(np.eye(40))/half_x
Vb, Wb = bend_fit(np.sin(theta/2)).T
overlap = P.T @ (volume[:, None]*P)
Hb = 0.5*dP.T @ ((volume*(1-x*x)/I)[:, None]*dP)
Hb += P.T @ ((volume*Vb)[:, None]*P)
eb, vb = eigh(Hb, overlap)
bend_shift = ((P@vb[:, :8])**2).T @ (volume*Wb)*cm
bend_shift -= bend_shift[0]
full = eigh(Hb+P.T@((volume*Wb)[:, None]*P), overlap)[0][:8]
full_shift = ((full-full[0])-(eb[:8]-eb[0]))*cm
assert np.max(np.abs(full_shift-bend_shift)) < 5e-3
# Independent finite-volume solution of the same bending problem.
faces = np.linspace(theta_low, np.pi, 3001)
centers, step = (faces[:-1]+faces[1:])/2, faces[1]-faces[0]
If, Icf = inertia(faces)
flux = np.sin(faces)*np.sqrt(If*Icf)/If
flux[[0, -1]] = 0
Icell, Iccell = inertia(centers)
cell = np.sin(centers)*np.sqrt(Icell*Iccell)
diagonal = (flux[:-1]+flux[1:])/(2*step**2*cell)
diagonal += bend_fit(np.sin(centers/2))[:, 0]
off = -flux[1:-1]/(2*step**2*np.sqrt(cell[:-1]*cell[1:]))
finite = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                          select="i", select_range=(0, 7))
assert np.max(np.abs(finite-eb[:8]))*cm < 1

# Atomic shares and basis sensitivity of the bent-to-linear change.
WO_bent = water(r0, r0, angle0, weights=(coef_O, 0))[1]
WO_linear = water(r0, r0, np.pi, weights=(coef_O, 0))[1]
dW = (bend_data[-1, 1]-W0)*cm
dWO = (WO_linear-WO_bent)*cm
dWH = dW-dWO
bent_large = water(r0, r0, angle0, large)
linear_large = water(r0, r0, np.pi, large)
dW_large = (linear_large[1]-bent_large[1])*cm
assert dWO < 0 and abs(dWH) < 0.3*abs(dWO)
assert abs(dW_large/dW-1) < 0.30
assert 0.3 < abs(dW) < 4
assert abs(stretch_shift[1]) < 0.3 and abs(bend_shift[1]) < 0.3

WH_bent = W0-WO_bent
absolute = (WO_bent*FO1/FO+WH_bent)*cm
hydrogen_2s = alpha**3/(8*np.pi)*f_factor(1, log2)*mhz
print(f"Bethe log 1s, diagonalization: {log1:.5f} (dimensionless)")
print(f"Bethe log 1s, explicit sum: {log1_explicit:.5f} (dimensionless)")
print(f"Bethe log 2s: {log2:.5f} (dimensionless)")
print(f"Hydrogen 2s leading Lamb shift: {hydrogen_2s:.1f} MHz")
print(f"Z alpha for oxygen: {8*alpha:.5f} (dimensionless)")
print(f"F: O 1s {FO1:.4f}, O 2s {FO:.4f}, H 1s {FH:.4f} (dimensionless)")
print(f"Darwin multiplier O 2s: {2*alpha*FO/np.pi:.6f} (dimensionless)")
print(f"Darwin multiplier H 1s: {2*alpha*FH/np.pi:.6f} (dimensionless)")
print(f"Screened model cloud charges: {clouds[0][0]}, {clouds[1][0]} e")
print(f"Screened model exponents: {clouds[0][1]}, {clouds[1][1]} bohr^-1")
print(f"Screened O-like 2s F: {FO_screened:.4f} (dimensionless)")
print(f"Screened/nuclear velocity sum: {sum_s/nuclear_sum:.4f} (ratio)")
print(f"Basis/exact contact density, O7+: {contact_ratio['O']:.4f} (ratio)")
print(f"Basis/exact contact density, H: {contact_ratio['H']:.4f} (ratio)")
print(f"Reference bond length: {r0:.3f} angstrom")
print(f"Reference angle: {np.degrees(angle0):.1f} degree")
print(f"Masses: H {mH*sc.m_e/sc.atomic_mass:.5f}, O {mass_O_u:.4f} u")
print(f"Oxygen contact density: {WO_bent/coef_O:.3f} bohr^-3")
print(f"Hydrogen contact density, each: {WH_bent/(2*coef_H):.4f} bohr^-3")
print(f"Oxygen Darwin energy: {WO_bent*np.pi/(2*alpha*FO):.6f} hartree")
print(f"Absolute Lamb estimate, O 1s F: {absolute:.1f} cm^-1")
print(f"Absolute Lamb estimate: {absolute/cm:.6f} hartree")
print(f"Oxygen contact change, linear-bent: {dWO/cm/coef_O:.4f} bohr^-3")
print(f"QED change, linear-bent: {dW:.4f} cm^-1")
print(f"  oxygen share: {dWO:.4f} cm^-1")
print(f"  hydrogen share: {dWH:.4f} cm^-1")
print(f"  larger-basis total: {dW_large:.4f} cm^-1")
barrier = (bend_data[-1, 0]-E0)*cm
barrier_large = (linear_large[0]-bent_large[0])*cm
print(f"Linear-reference energy: {barrier:.1f} cm^-1")
print(f"Larger-basis linear-reference energy: {barrier_large:.1f} cm^-1")
print(f"Stretch holdout errors V, W: {stretch_error[0]:.3f}, "
      f"{stretch_error[1]:.5f} cm^-1")
print(f"Bend holdout errors V, W: {bend_error[0]:.3f}, "
      f"{bend_error[1]:.5f} cm^-1")
for v in (1, 3, 5, 7):
    print(f"Stretch v={v}: level {(es[v]-es[0])*cm:.1f}, "
          f"QED shift {stretch_shift[v]:+.4f} cm^-1")
for v in (1, 3, 5, 7):
    print(f"Bend v={v}: level {(eb[v]-eb[0])*cm:.1f}, "
          f"QED shift {bend_shift[v]:+.4f} cm^-1")
print("done: every assertion held")
```

Output:

```
Bethe log 1s, diagonalization: 2.98407 (dimensionless)
Bethe log 1s, explicit sum: 2.98413 (dimensionless)
Bethe log 2s: 2.81171 (dimensionless)
Hydrogen 2s leading Lamb shift: 1039.3 MHz
Z alpha for oxygen: 0.05838 (dimensionless)
F: O 1s 4.4412, O 2s 4.6710, H 1s 9.9863 (dimensionless)
Darwin multiplier O 2s: 0.021700 (dimensionless)
Darwin multiplier H 1s: 0.046393 (dimensionless)
Screened model cloud charges: 2, 5 e
Screened model exponents: 7.7, 1.2 bohr^-1
Screened O-like 2s F: 4.5418 (dimensionless)
Screened/nuclear velocity sum: 0.9691 (ratio)
Basis/exact contact density, O7+: 0.9894 (ratio)
Basis/exact contact density, H: 0.8443 (ratio)
Reference bond length: 0.960 angstrom
Reference angle: 104.5 degree
Masses: H 1.00783, O 15.9949 u
Oxygen contact density: 307.028 bohr^-3
Hydrogen contact density, each: 0.3674 bohr^-3
Oxygen Darwin energy: 0.205456 hartree
Absolute Lamb estimate, O 1s F: 931.0 cm^-1
Absolute Lamb estimate: 0.004242 hartree
Oxygen contact change, linear-bent: -1.2219 bohr^-3
QED change, linear-bent: -3.9910 cm^-1
  oxygen share: -3.8942 cm^-1
  hydrogen share: -0.0968 cm^-1
  larger-basis total: -3.7413 cm^-1
Linear-reference energy: 13098.6 cm^-1
Larger-basis linear-reference energy: 12470.4 cm^-1
Stretch holdout errors V, W: 0.184, 0.00006 cm^-1
Bend holdout errors V, W: 5.485, 0.00371 cm^-1
Stretch v=1: level 3753.6, QED shift +0.1485 cm^-1
Stretch v=3: level 10768.0, QED shift +0.4437 cm^-1
Stretch v=5: level 17133.3, QED shift +0.7345 cm^-1
Stretch v=7: level 22852.1, QED shift +1.0184 cm^-1
Bend v=1: level 1691.0, QED shift -0.1100 cm^-1
Bend v=3: level 4999.5, QED shift -0.3680 cm^-1
Bend v=5: level 8157.3, QED shift -0.7196 cm^-1
Bend v=7: level 11020.5, QED shift -1.3251 cm^-1
done: every assertion held
```
